# A bulk ferroelectric's equilibrium free energy is not a double well

Take a uniaxial ferroelectric whose two spontaneous states have polarizations $+P_s$ and $-P_s$. Reversing the axis turns one into the other, so in zero field they have the same free-energy density. A specimen divided between them can have any mean polarization from $-P_s$ to $+P_s$, and apart from its domain walls it costs no more than a single domain.

Dimensions fix the cost of the walls. Let $|a|P_s^2$ be the energy density that sets the scale of the problem and $\ell$ the length over which polarization can turn round. A wall then costs a pure number times $|a|P_s^2\ell$ per unit area. One wall in a specimen of width $L$ adds a density of order $|a|P_s^2\,\ell/L$, which vanishes as $L$ grows. If no state has a lower free-energy density than these two, the bulk free energy between $-P_s$ and $+P_s$ must therefore be flat.

## The belief and its appeal

The belief to be examined is this: below the transition, the free energy of a ferroelectric as a function of polarization is a double well, with a hump at $P=0$ that the crystal must cross in order to switch. It rests on the Landau function

$$f(P)=\tfrac12 aP^2+\tfrac14 bP^4,\qquad a<0,\quad b>0 .$$

Much speaks for it. The function has the right symmetry, its minima give the spontaneous polarization, its curvature there gives the susceptibility, and the curve $E=f'(P)$ has the S shape that suggests a hysteresis loop. The function is sound. What fails is its reading as the equilibrium free energy of a bulk specimen at given mean polarization, because $f(P)$ belongs to a specimen forced to be uniform.

The assumptions are these. Temperature is fixed. The density $f$ excludes the vacuum field energy, so the work done on unit volume of crystal is $E\,dP$. The specimen is a plate between ideal electrodes, and its walls run from one electrode to the other, parallel to the polarization. No bound charge is then left uncompensated, and all domains feel the same field $E$. Both domains have the same spontaneous strain, so they fit together without stress. Equilibrium means the lowest free energy over all polarization profiles at the Landau (mean-field) level, with no pinning.

## The uniform states

Setting $f'(P)=aP+bP^3=0$ with $P\neq0$ gives $P_s^2=-a/b$. Substituting $a=-bP_s^2$,

$$f(P)=\tfrac14 b\,(P^4-2P_s^2P^2),\qquad f(P_s)=-\tfrac14 bP_s^4 ,$$

and the difference is a perfect square:

$$f(P)-f(P_s)=\tfrac14 b\,(P^2-P_s^2)^2 .$$

At $P=0$ this is the height of the hump, $bP_s^4/4=|a|P_s^2/4$. The curvature at the minimum is $f''(P_s)=a+3bP_s^2=-2a=2|a|$. Since $E=f'(P)$ for a uniform state, $dP/dE=1/f''$, and the susceptibility $\chi$ at $P_s$ obeys

$$\varepsilon_0\chi=\frac{1}{2|a|} .$$

For numbers I take rough typical values for lithium tantalate near room temperature: $P_s=50\ \mu\mathrm{C/cm^2}$ and $\chi=40$. Then $|a|=1/(2\varepsilon_0\chi)=1.41\times10^{9}$ V m/C, and the hump is $|a|P_s^2/4=88.2\ \mathrm{J/cm^3}$. The digits here and below belong to the model with these inputs and not to the crystal. With $P_s=60\ \mu\mathrm{C/cm^2}$ and $\chi=43$, which are also quoted values, the hump becomes 118 J/cm³, and the switching field and wall energy found below rise by about 10% and 40%.

## First transform: from polarization to field

At fixed field the quantity to be minimized is $f-EP$. Define

$$g(E)=\min_P\,[f(P)-EP] .$$

The minimum exists because $P^4$ outgrows $EP$. Non-uniform profiles cannot do better: at every point $f(P)-EP\ge g(E)$, so the average over any profile is at least $g(E)$, and wall energy can only add to it. Thus $g(E)$ is the true equilibrium potential at fixed field, although it was computed from uniform states.

It is also concave. For $0\le\lambda\le1$,

$$g(\lambda E_1+(1-\lambda)E_2)=\min_P\{\lambda[f-E_1P]+(1-\lambda)[f-E_2P]\}\ge\lambda g(E_1)+(1-\lambda)g(E_2),$$

because the minimum of a sum is no less than the sum of the separate minima.

Now find the minimizer $P_*(E)$ for $E>0$. Since $f(P)=f(-P)$, the positive member of each pair $\pm P$ has the lower $f-EP$, so $P_*>0$. The stationarity condition is

$$E=aP_*+bP_*^3=bP_*(P_*^2-P_s^2).$$

The left side is positive, hence $P_*>P_s$. There $f''>0$, so $f'$ rises steadily and the solution is unique. For $E<0$, symmetry gives $P_*<-P_s$. No polarization strictly between $-P_s$ and $P_s$ is ever the equilibrium state at fixed non-zero field.

Differentiating $g(E)=f(P_*)-EP_*$,

$$\frac{dg}{dE}=[f'(P_*)-E]\frac{dP_*}{dE}-P_*=-P_* ,$$

since the bracket vanishes. As $E$ falls to zero from above, $P_*\to P_s$ and the slope of $g$ tends to $-P_s$; from below it tends to $+P_s$. So $g$ has a kink at $E=0$, which is the jump of the equilibrium polarization.

In a weak field the minimizer is $P_*\approx P_s+\varepsilon_0\chi E$. At 0.1 MV/cm, which is $10^7$ V/m, the added term is $8.85\times10^{-12}\times40\times10^7=3.5\times10^{-3}\ \mathrm{C/m^2}$, or $0.35\ \mu\mathrm{C/cm^2}$. The full cubic gives $P_*=50.35\ \mu\mathrm{C/cm^2}$. Reversing this field changes the equilibrium polarization by about 100 $\mu\mathrm{C/cm^2}$, nearly all of it in the jump at $E=0$.

## Second transform: back to polarization

To return to a given mean polarization $\bar P$, form

$$f^{**}(\bar P)=\max_E\,[g(E)+E\bar P] .$$

The bracket is concave in $E$, and its slope is $\bar P-P_*(E)$. There are two cases.

If $|\bar P|\le P_s$, the slope is negative for every $E>0$, because $P_*>P_s\ge\bar P$. It is positive for every $E<0$, because $P_*<-P_s\le\bar P$. The maximum therefore sits at the kink, $E=0$, where the bracket equals $g(0)=f(P_s)$.

If $\bar P>P_s$, the slope vanishes where $P_*(E)=\bar P$, that is at $E=f'(\bar P)$. The value there is $f(\bar P)-E\bar P+E\bar P=f(\bar P)$. The case $\bar P<-P_s$ follows by symmetry. Hence

$$f^{**}(\bar P)=\begin{cases}f(P_s), & |\bar P|\le P_s,\\ f(\bar P), & |\bar P|>P_s.\end{cases}$$

The hump has gone, and the second transform could not have restored it, because $g$ holds no record of it. For $|P|<P_s$ and $E>0$ we have $f(P)>f(P_s)$ and $-EP>-EP_s$, so $f(P)-EP$ always loses to the value at $P_s$. One could redraw $f$ between the minima in any way that keeps it above $f(P_s)$, and $g$ would be the same.

Carrying out both transforms numerically reproduces this result with a largest error of 0.27% of the hump height. The error has a plain origin. The 2000 field values, spread evenly over $\pm1.344\,|a|P_s$, straddle zero and miss it by $6.7\times10^{-4}|a|P_s$. At $\bar P=0$ this lowers the maximum by that field times $P_s$, which is 0.27% of $|a|P_s^2/4$.

## What the crystal does on the flat segment

Let a volume fraction $w$ have polarization $+P_s$ and the rest $-P_s$. The mean is $\bar P=wP_s-(1-w)P_s$, so

$$w=\tfrac12\left(1+\frac{\bar P}{P_s}\right),$$

and without wall energy the density is $f(P_s)$, the flat value. Nothing lies lower. By the definition of $g$, $f(P)\ge g(E)+EP$ for every $P$ and $E$. Averaging over any profile gives $\langle f\rangle\ge g(E)+E\bar P$, and choosing the best $E$ gives $\langle f\rangle\ge f^{**}(\bar P)$.

Along the segment $E=df^{**}/d\bar P=0$. The mean polarization can be set through the charge on the electrodes, whose density is $\varepsilon_0E+\bar P=\bar P$ here. The vacuum energy $\varepsilon_0E^2/2$ is then zero, its lowest value, so including it would not alter the conclusion.

Take $\bar P=20\ \mu\mathrm{C/cm^2}$. The uniform state has

$$f(\bar P)-f(P_s)=88.24\,(1-0.4^2)^2=62.3\ \mathrm{J/cm^3}$$

above the flat segment. The domain state has $w=(1+0.4)/2=0.70$ and no excess except its walls. A direct search over a fine grid of pairs of polarizations with this mean, which uses no Legendre transform, finds the same fraction and the same energy.

## The price of the walls

To size what was neglected, add the gradient energy $\tfrac12\kappa(dP/dx)^2$, with $x$ along the wall normal. A wall between $-P_s$ and $+P_s$ minimizes

$$\sigma=\int_{-\infty}^{\infty}\left[f(P)-f(P_s)+\tfrac12\kappa P'^2\right]dx .$$

The Euler–Lagrange equation is $\kappa P''=f'(P)$. Multiplying by $P'$ and integrating gives $\tfrac12\kappa P'^2=f(P)-f(P_s)$; the constant is zero because both sides vanish far from the wall. With the perfect square found above,

$$P'=\sqrt{\frac{b}{2\kappa}}\,(P_s^2-P^2).$$

Try $P=P_s\tanh(x/\xi)$. Its derivative is $(P_s/\xi)(1-\tanh^2)=(P_s^2-P^2)/(P_s\xi)$, so it is a solution if $1/(P_s\xi)=\sqrt{b/2\kappa}$. Using $bP_s^2=|a|$,

$$\xi=\sqrt{\frac{2\kappa}{|a|}} .$$

The two parts of the integrand are equal, so

$$\sigma=\int\kappa P'^2dx=\int_{-P_s}^{P_s}\kappa P'\,dP=\frac{\kappa}{P_s\xi}\cdot\frac{4P_s^3}{3}=\tfrac23|a|\,\xi P_s^2 ,$$

where the last step uses $\kappa=|a|\xi^2/2$. This is the form that dimensions required.

Now let the specimen have finite width $L$ and free side faces, and let $|\bar P|<P_s$. Sliding the centre of the tanh profile from far on one side to far on the other takes its mean over the specimen continuously from $P_s$ to $-P_s$, so some position gives $\bar P$. The specimen contains part of the full wall integral, whose integrand is nowhere negative, so the excess energy per area is at most $\sigma$. With the lower bound of the previous section, the equilibrium density $f_L$ obeys

$$f(P_s)\le f_L(\bar P)\le f(P_s)+\frac{\sigma}{L}.$$

Within this model the flat segment is thus the limit of large $L$, and the error is bounded.

With $\kappa=10^{-10}$ V m³/C, a rough value, $\xi=0.376$ nm and $\sigma=88.6\ \mathrm{mJ/m^2}$. As a test, the full functional was relaxed at fixed mean 20 $\mu\mathrm{C/cm^2}$ from half a cosine wave of amplitude $0.3P_s$. This smooth modulation sharpened into a single wall. For widths of 10, 20 and 40 nm the excess was 8.85, 4.43 and 2.21 J/cm³, and its product with $L$ was 88.5 mJ/m² each time. The shortfall of about 0.06% from the formula does not depend on $L$ and comes from the grid spacing $h=0.05$ nm. Replacing $P'$ by a finite difference lowers $\int P'^2dx$ by $(h^2/12)\int P''^2dx$ to leading order, which for the tanh profile is a fraction $h^2/(15\xi^2)$. The gradient term is half of $\sigma$, so the loss is $h^2/(30\xi^2)=0.06\%$.

In a wafer with one wall every 10 $\mu$m, the walls cost $0.0886/10^{-5}=8.9\times10^3\ \mathrm{J/m^3}$, or 0.0089 J/cm³. The uniform state at the same mean costs 62.3 J/cm³. The neglected term is $1.4\times10^{-4}$ of the energy that separates the two pictures.

## Where the hump survives

The argument fails when the specimen has no room for a wall. Take $\bar P=0$ and free side faces, and let $P$ vary along $x$ only. A profile with zero mean can be written $P=\sum_{n\ge1}c_n\cos(n\pi x/L)$, and then

$$\int_0^LP'^2dx=\frac L2\sum_{n\ge1}\left(\frac{n\pi}{L}\right)^2c_n^2\ \ge\ \left(\frac{\pi}{L}\right)^2\int_0^LP^2dx .$$

The free energy per area therefore satisfies

$$\int_0^L\left[f+\tfrac12\kappa P'^2\right]dx\ \ge\ \tfrac12\left(\frac{\kappa\pi^2}{L^2}-|a|\right)\int_0^L P^2dx+\tfrac14b\int_0^L P^4dx .$$

If the bracket on the right is not negative, no profile beats $P=0$ everywhere. If it is negative, a small $\cos(\pi x/L)$ does, since for this profile the inequality is an equality and the quartic term is of higher order. The border is

$$L_c=\pi\sqrt{\frac{\kappa}{|a|}}=\frac{\pi\xi}{\sqrt2}=0.84\ \mathrm{nm}.$$

In the relaxation at zero mean, the modulation died out at $0.9L_c$; at $1.1L_c$ it survived, with an energy below that of $P=0$, as it should. In a rectangular cross-section $L$ must be the longer side, because domains can sit side by side along it however short the other side is. So with this $f$ and ideal electrodes the top of the hump is an equilibrium value only in a specimen less than about two lattice cells wide in both directions normal to the polarization, where a continuum theory gives no more than an order of magnitude.

A second limit concerns the ends of the segment. For $\bar P=P_s-\delta$ with small $\delta$, the uniform state has the excess $|a|\delta^2(1-\delta/2P_s)^2\approx|a|\delta^2$. The domain state is sure to win once this excess is above $\sigma/L$, which to leading order in $\delta/P_s$ means $\delta>P_s\sqrt{2\xi/3L}$. Closer to $P_s$ the uniform state may win, and $f_L$ then follows the parabola $|a|\delta^2$ up from the end of the segment, over a range that shrinks at least as fast as $L^{-1/2}$. The envelope $f^{**}$ has no corner at $\pm P_s$, because $f'$ vanishes there. It is $f_L$ that acquires a kink, where the two branches cross. For profiles that vary along $x$ only and $L=10$ nm the crossing lies at $\delta=0.17P_s$, against $0.16P_s$ from the leading-order formula, and there the slope falls from that of the uniform state to nearly zero.

## What the double well does describe

The Landau function keeps its meaning for uniform states that are not in equilibrium. Start from $-P_s$ and apply a positive field. The uniform state remains a local minimum of $f-EP$ while $f''=a+3bP^2>0$, that is until $P=-P_s/\sqrt3$. The field there is

$$E_u=aP+bP^3=\frac{|a|P_s}{\sqrt3}-\frac{|a|P_s}{3\sqrt3}=\frac{2|a|P_s}{3\sqrt3}=2.7\ \mathrm{MV/cm}.$$

This is the field at which a uniform crystal must reverse. At equilibrium the polarization reverses at $E=0$.

Nor is the hump a thermal barrier for the bulk, since a uniform reversal must lift the whole volume over it. For a cube of 10 nm side in zero field this takes $8.8\times10^{7}\times10^{-24}=8.8\times10^{-17}$ J, about $2\times10^4\,k_BT$ at 300 K. Reversing the same cube by passing one flat wall through it takes only $\sigma$ times the face area, $8.9\times10^{-18}$ J or about $2\times10^3\,k_BT$.

## Beside real lithium tantalate

The coercive field of congruent lithium tantalate is roughly 0.2 MV/cm, about 14 times below $E_u$. The crystal reverses by nucleation and wall motion. Pinning is the assumption that real crystals break most strongly: a reversal at the coercive field takes work $2P_sE_c=2\times0.5\times2\times10^7\ \mathrm{J/m^3}=20\ \mathrm{J/cm^3}$, where the equilibrium path takes none. A measured loop is thus a departure from the flat segment, and it does not trace the double well. Congruent crystals can also carry a built-in field from defects, which favours one of the two states and tilts the segment. A built-in field of 0.05 MV/cm (assumed) would put its ends $2P_sE=5\ \mathrm{J/cm^3}$ apart, so the flat segment strictly belongs to a crystal without such a field. If the breakdown field is taken as 1 MV/cm, an assumed size, the crystal would fail before reaching $E_u$. In a thick plate imperfect electrodes matter far less. With screening charge displaced by $\lambda=0.1$ nm in all (assumed) and a plate $d=0.5$ mm thick, the stored energy is $P_s^2\lambda/(2\varepsilon_0d)=0.003\ \mathrm{J/cm^3}$. It is the same for both signs of $P$ when domains are much wider than $\lambda$ times the relative permittivity, a few nanometres here, so it shifts the segment almost without bending it: it varies by 0.2% along the segment for walls 10 $\mu$m apart, though by about 17% for domains 50 nm wide. Thin films are another matter, because the term grows as $1/d$ and the formula reaches the height of the hump at $d=4\chi\lambda=16$ nm. In a 10 nm film, treated as a linear dielectric with permittivity near 40 in both directions, screening and walls together cost about 68 J/cm³ at $w=\tfrac12$ and about 100 J/cm³ for a single domain, so the segment is no longer flat. Below about 2 nm the state $P=0$ is stable against small modulations at any width. The wall width $2\xi$ is only 1.5 lattice cells, so $\sigma$ is a rough estimate.

The hump itself is an extrapolation, because $P_s$ and $\chi$ fix $f$ only near its minima. Replace the quartic term by a sixth-order one, $f_6=\tfrac12a_6P^2+\tfrac16c_6P^6$, with the same $P_s$ and $\chi$. Then $c_6P_s^4=-a_6$, and the curvature $a_6+5c_6P_s^4=-4a_6$ must equal $2|a|$, so $|a_6|=|a|/2$. The hump becomes $|a_6|P_s^2(\tfrac12-\tfrac16)=|a|P_s^2/6$, two thirds of its former height: 58.8 in place of 88.2 J/cm³. The double transform of $f_6$ is again flat from $-P_s$ to $+P_s$. The switching field and the critical width change too. The slope $-f_6'$ is largest at $P=P_s/5^{1/4}$, which gives $E_u=0.27\,|a|P_s=1.9$ MV/cm, about 9 times the coercive field, and $L_c=\pi\sqrt{\kappa/|a_6|}$ grows by $\sqrt2$ to 1.2 nm. All three depend on the polynomial chosen, and so does the wall energy $\sigma$. Under the assumptions made at the start, the flat segment needs only two degenerate lowest states and room for a wall between them. The remaining figures are in the numerical output below.

## Calculated quantities

```
INPUTS (rough, lithium tantalate)
Ps = 50.0 uC/cm2
chi = 40
kappa = 1.0e-10 V m3/C
temperature = 300 K
plate thickness = 0.5 mm
wall spacing = 10 um
mean polarization = 20.0 uC/cm2
LANDAU FUNCTION
a = -1.4118e+09 V m/C
b = 5.6470e+09 V m5/C3
f(Ps) = -88.24 J/cm3
barrier of uniform state = 88.24 J/cm3
uniform switching field = 2.717 MV/cm
ENVELOPE
largest grid error / barrier = 2.7e-03
f at mean P, uniform = -25.98 J/cm3
f at mean P, best mixture = -88.24 J/cm3
uniform minus flat = 62.26 J/cm3
up fraction, lever rule = 0.700
up fraction, search = 0.700
slope of g at 0+ = -50.000 uC/cm2
slope of g at 0- = 50.000 uC/cm2
test field = 0.10 MV/cm
equilibrium P at test field = 50.350 uC/cm2
WALLS
xi = 0.376 nm
sigma, formula = 88.56 mJ/m2
L = 10 nm: excess 8.851 J/cm3, times L 88.51 mJ/m2
L = 20 nm: excess 4.425 J/cm3, times L 88.51 mJ/m2
L = 40 nm: excess 2.213 J/cm3, times L 88.51 mJ/m2
largest profile error / Ps = 1.0e-03
critical width at zero mean = 0.836 nm
wall energy in the wafer = 0.00886 J/cm3
wall energy / (uniform minus flat) = 1.42e-04
NEGLECTED EFFECTS
coercive field (rough) = 0.20 MV/cm
uniform switching / coercive field = 13.6
pinning work per reversal = 20.0 J/cm3
breakdown field (assumed) = 1.0 MV/cm
uniform switching / breakdown = 2.72
screening length (assumed) = 0.10 nm
electrode screening energy = 0.00282 J/cm3
barrier of (10 nm)^3 / kT = 2.13e+04
lattice cell (rough) = 0.5 nm
wall width 2 xi / lattice cell = 1.51
barrier with P^6 instead of P^4 = 58.82 J/cm3
ratio of the two barriers = 0.667
```
